# Slope of a Growth Hillock Built by a Single-Arm Spiral

## Problem

A screw dislocation ends on a crystal surface and holds one end of a surface step. During growth the step winds into a spiral with a single arm, and the turns form a shallow hillock. The critical radius is $r_c=10$ nm, the distance between neighbouring turns, measured along a radius far from the centre, is $\lambda=190$ nm, and the step height is $h=0.26$ nm.

1. Estimate the slope of the hillock from $h$ and $r_c$ alone.
2. Find the slope from the given spacing.
3. Decide whether the given spacing and critical radius agree with each other for an isotropic spiral.
4. Find how curvature, anisotropy, surface diffusion and thermal step fluctuations affect the answer.

The slope angle $\alpha$ is measured from the flat terraces, which are low-index planes, and is an average over whole turns. The wafer is taken to have no miscut.

## First estimate by scaling

The critical radius comes from the competition between the gain from crystallization and the cost of step edge. Let $\Delta\mu$ be the free energy gained per atom added to the crystal, $a$ the area per atom in the layer and $\gamma$ the step free energy per length, taken as isotropic. A circular island of radius $R$ contains $n=\pi R^2/a$ atoms and has free energy

$$G=-n\,\Delta\mu+2\pi R\gamma .$$

Since $dn/dR=2\pi R/a$, the change per added atom is

$$\frac{dG}{dn}=-\Delta\mu+\frac{2\pi\gamma}{2\pi R/a}=-\Delta\mu+\frac{a\gamma}{R}.$$

It vanishes at $R=r_c=a\gamma/\Delta\mu$. A step of curvature $\kappa$ therefore has driving force $\Delta\mu-a\gamma\kappa=\Delta\mu(1-r_c\kappa)$. Close to equilibrium the velocity is proportional to the driving force, so the normal velocity is

$$v=v_\infty(1-r_c\kappa),$$

where $v_\infty$ is the velocity of a straight step and $\kappa>0$ for a step that bulges towards the lower terrace.

This law contains one length, $r_c$, and one velocity, $v_\infty$. No pure number can be formed from them, so a steady spiral must have $\lambda=Cr_c$ with a numerical constant $C$.

To estimate $C$, try an Archimedean spiral, $r=b\,\theta$, whose turns are $2\pi b$ apart. Near the centre $\theta$ is small, and

$$x=r\cos\theta\approx b\theta,\qquad y=r\sin\theta\approx b\theta^2=\frac{x^2}{b}.$$

The curvature at the centre is $d^2y/dx^2=2/b$. The step is pinned there and cannot move, so the velocity law requires $\kappa=1/r_c$. Hence $b=2r_c$ and

$$\lambda_{\rm est}=2\pi b=4\pi r_c=125.7\ \text{nm}.$$

The surface drops by $h$ in this distance, which gives

$$\alpha_{\rm est}\approx\frac{0.26}{125.7}\times\frac{180^\circ}{\pi}\approx0.12^\circ .$$

The estimate has the right scaling, but its constant rests on a curve that was made to fit at the centre and has not been shown to obey the velocity law elsewhere.

## Exact solution for the slope

Walk outwards along a radius over $N$ turns. There is one arm, so each turn is crossed once and lowers the surface by $h$. The total drop is $Nh$ and the horizontal distance is $N\lambda$:

$$\tan\alpha=\frac{Nh}{N\lambda}=\frac{h}{\lambda}.$$

This is exact for equally spaced turns. With the given numbers,

$$\tan\alpha=\frac{0.26}{190}=0.001368,\qquad
\alpha=\arctan\frac{h}{\lambda}=0.0784^\circ .$$

The slope is thus about $0.078^\circ$, a fall of about 1.4 nm per micrometre. Over ten turns the surface drops 2.60 nm in 1900 nm.

Replacing the arctangent by its argument is harmless. From $\arctan x=x-x^3/3+\dots$, the relative error is about $x^2/3=6\times10^{-7}$.

Averaging over whole turns matters more. A window of length $D$ placed at random holds a number of steps that differs from $D/\lambda$ by less than one. The end-to-end slope then differs from $h/\lambda$ by less than $h/D$, a relative error below $\lambda/D$. A window of 1900 nm keeps this below 10 percent, whereas a window smaller than one terrace may show no slope at all.

The number of arms enters directly. If $m$ equal arms were interleaved and each arm still had 190 nm between its own turns, $m$ steps would be crossed in that distance and $\tan\alpha$ would be $mh/\lambda$. Two arms would give about $0.157^\circ$.

## Exact spiral equation and the spacing

The critical radius was not used in the slope. It can be used to test the spacing, by solving the velocity law for a spiral that rotates rigidly.

**Curvature.** Describe the step by $\theta(r)$, with $\theta$ increasing outwards. Let $\chi$ be the angle between its tangent and the outward radius, and $\ell$ the arc length. Then

$$\frac{dr}{d\ell}=\cos\chi,\qquad r\frac{d\theta}{d\ell}=\sin\chi,\qquad
\tan\chi=r\frac{d\theta}{dr}\equiv\psi .$$

The tangent points in the direction $\theta+\chi$, and curvature is the rate at which this direction turns:

$$\kappa=\frac{d\theta}{d\ell}+\frac{d\chi}{d\ell}
=\frac{\sin\chi}{r}+\cos\chi\frac{d\chi}{dr}
=\frac{\sin\chi}{r}+\frac{d\sin\chi}{dr}.$$

A circle has $\chi=\pi/2$ and gives $\kappa=1/r$, as it should.

**Normal velocity.** The pattern turns clockwise at rate $\omega$, so that the turns move outwards. A point of the pattern has velocity $-\omega r$ along the azimuthal direction. The outward normal has radial component $\sin\chi$ and azimuthal component $-\cos\chi$. The normal velocity is therefore $\omega r\cos\chi$.

**Equation.** Measure lengths in $r_c$ and velocities in $v_\infty$, and write $s=\sin\chi$. Equating the two expressions for the normal velocity gives

$$\omega r\sqrt{1-s^2}=1-\frac{s}{r}-\frac{ds}{dr}.$$

Now $s=\psi/\sqrt{1+\psi^2}$, so

$$\frac{ds}{dr}=\left[\frac{1}{(1+\psi^2)^{1/2}}-\frac{\psi^2}{(1+\psi^2)^{3/2}}\right]\frac{d\psi}{dr}
=\frac{1}{(1+\psi^2)^{3/2}}\frac{d\psi}{dr}.$$

Solving for $ds/dr$ and multiplying by $(1+\psi^2)^{3/2}$ yields

$$\frac{d\psi}{dr}=(1+\psi^2)^{3/2}-(1+\psi^2)\left(\frac{\psi}{r}+\omega r\right).$$

**Centre.** For small $r$ the rotation term is negligible and $ds/dr+s/r=1$, or $d(rs)/dr=r$. Its solution is $s=r/2+c/r$. A sine cannot diverge, so $c=0$ and $\psi\approx r/2$. This is the central condition used in the estimate: $d\theta/dr=1/(2r_c)$ in ordinary units.

**Far field.** At large $r$ the curvature tends to zero and the step is nearly perpendicular to the radius. Then $\omega r/\sqrt{1+\psi^2}\to1$, so $\psi\to\omega r$ and $d\theta/dr\to\omega$. One turn is an increase of $\theta$ by $2\pi$. In ordinary units,

$$\lambda=\frac{2\pi v_\infty}{\omega}=v_\infty\tau,\qquad \tau=\frac{2\pi}{\omega}.$$

During one rotation period $\tau$ a distant turn advances to the place of the next.

**Selection of the rotation rate.** A small deviation $\delta s$ from the far solution obeys, to leading order at large $r$,

$$\frac{d\,\delta s}{dr}\approx\frac{\omega r s}{\sqrt{1-s^2}}\,\delta s\approx\omega^2r^2\,\delta s,$$

because $s\approx1$ and $\sqrt{1-s^2}\approx1/(\omega r)$. The logarithm of the deviation grows as $\omega^2r^3/3$ at leading order. A solution started correctly at the centre therefore misses the far field unless $\omega$ is tuned. Numerical matching of the two ends gives

$$\omega=0.33096\,\frac{v_\infty}{r_c},\qquad
\lambda=\frac{2\pi}{0.33096}\,r_c=18.985\,r_c=189.85\ \text{nm}.$$

A separate calculation started from a straight step, pinned at the centre and moving by the same velocity law. It wound up into a rigidly rotating spiral with rate $0.33098\,v_\infty/r_c$. The steady solution is thus the one reached from this starting shape.

The given ratio is $190/10=19.00$. The spacing and critical radius agree within 0.1 percent, which is much closer than real parameters would be known.

## Comparison of the estimate with the solution

| Quantity | Scaling estimate | Spiral equation |
|---|---:|---:|
| $\lambda/r_c$ | $4\pi\approx12.57$ | 18.985 |
| Spacing (nm) | 125.7 | 189.85 |
| Slope (degrees) | 0.12 | 0.078 |

The estimate makes the spacing too small by a third and the slope too large by half, relative to the solution. The fault can be seen at $r=2r_c$. In reduced units the Archimedean trial has $\psi=r/2=1$ there, and hence

$$\kappa=\frac{s}{r}+\frac{ds}{dr}
=\frac{1}{2\sqrt2}+\frac{1/2}{2^{3/2}}\approx0.53.$$

The velocity law allows a speed of $1-0.53=0.47$. The trial's far spacing implies $\omega=1/2$, and rigid rotation at this rate would need $\omega r/\sqrt{1+\psi^2}=1/\sqrt2\approx0.71$. This part of the arm cannot keep up. The true spiral rotates more slowly, at 0.331 instead of 0.5, and its distant turns are correspondingly farther apart.

Both treatments share the scaling $\lambda\propto r_c$. With $r_c=a\gamma/\Delta\mu$ and small slopes,

$$\alpha\approx\frac{h}{19\,r_c}=\frac{h\,\Delta\mu}{19\,a\gamma}\quad\text{(radians)}.$$

At fixed step energy, a spiral obeying this model becomes steeper in proportion to the driving force. As $\Delta\mu\to0$ the critical radius diverges and the hillock flattens. At large $\Delta\mu$ the linear velocity law fails, and islands may nucleate on the terraces between the turns.

## How the slope approaches its far value

The turns are not quite equally spaced at finite radius. Far out $\kappa\approx1/r$, and in reduced units

$$\frac{\omega r}{\sqrt{1+\psi^2}}\approx1-\frac1r
\quad\Rightarrow\quad
\psi\approx\omega r\left(1+\frac1r\right).$$

Dividing by $r$ and restoring units gives

$$\frac{d\theta}{dr}\approx\frac{\omega}{v_\infty}\left(1+\frac{r_c}{r}\right).$$

Averaged over the steps, the surface falls at the rate $(h/2\pi)\,d\theta/dr$, so the local slope exceeds the far value by the fraction $r_c/r$ at leading order. The reason is that a curved turn moves more slowly than a straight one while turns still pass at the same rate, so they lie closer together. At $r=1000$ nm the formula gives 1 percent, and the full solution gives 0.97 percent.

A staircase surface built from the computed spiral and fitted with straight lines between 500 and 2000 nm has a mean slope of $0.0791^\circ$. This is 0.9 percent above $0.0784^\circ$, as expected from an excess that runs from about 2 percent at the inner end to 0.5 percent at the outer end. Rounding the answer to $0.078^\circ$ thus refers to the far hillock; the fitted inner region would round to $0.079^\circ$.

## Thermal fluctuations of the steps

A step at finite temperature is not a smooth curve. Consider a nearly straight step of length $L$ with periodic ends, displacement $u(y)$ and stiffness $B$, which measures its resistance to bending. Its energy is

$$E=\frac B2\int_0^L\left(\frac{du}{dy}\right)^2dy .$$

Write $u=\sum_q u_qe^{iqy}$ with $q=2\pi n/L$, leaving out $n=0$, a shift of the whole step. Then $E=\tfrac12BL\sum_qq^2|u_q|^2$. The terms $q$ and $-q$ are equal, and together they contain two independent real amplitudes with energy $BLq^2|u_q|^2$. Equipartition gives this pair the energy $k_BT$, so $\langle|u_q|^2\rangle=k_BT/(BLq^2)$. Summing over both signs of $n$,

$$\langle u^2\rangle=\frac{2k_BT}{BL}\frac{L^2}{4\pi^2}\sum_{n=1}^{\infty}\frac1{n^2}
=\frac{k_BTL}{2\pi^2B}\,\frac{\pi^2}{6}
=\frac{k_BTL}{12B}.$$

Take $T=900$ K, for which $k_BT=0.0776$ eV, and a chosen stiffness $B=0.30$ eV/nm. One turn at a radius of 1000 nm has length $L=6283$ nm. Then

$$\sqrt{\langle u^2\rangle}=\sqrt{\frac{0.0776\times6283}{12\times0.30}}\ \text{nm}=11.6\ \text{nm}.$$

If neighbouring steps fluctuate independently, a terrace width has an rms variation of $\sqrt{2\langle u^2\rangle}=16.5$ nm, or 8.7 percent of the spacing. Over ten turns the inner terraces cancel from the total distance, and only the two end steps contribute. With independent displacements of the same rms size assumed for both, the relative spread is $16.5/1900=0.87$ percent. If the inner turn is at 1000 nm, the outer one is at 2900 nm and is 2.9 times as long; since $\langle u^2\rangle\propto L$, this raises the spread to about 1.2 percent. Fluctuations therefore blur single terraces much more than the mean slope.

This is an equilibrium estimate for a straight step, applied to a curved, growing one. The longest waves, which dominate the sum, do not have time to equilibrate. Under the velocity law a wave of wavenumber $q$ relaxes at the rate $v_\infty r_cq^2$, and a turn reaches radius $r$ in a time of about $r/v_\infty$. Equilibrium therefore needs $q^2r_cr>1$, which at $r=1000$ nm means wavelengths below about 600 nm, a tenth of the turn. With this kinetics the figures above are overestimates, by roughly a factor of two. The same limit is what justifies treating neighbouring turns as independent. They are parts of one continuous step, and in full equilibrium two points a length $L$ apart on a free step would differ by $\sqrt{k_BTL/B}\approx40$ nm. Steps also cannot cross, a mild restriction when the displacements are small compared with 190 nm.

## Real growth conditions

The step height and temperature are roughly those of metal-organic vapour-phase epitaxy of III-V films on (001); the critical radius and the velocity law are model choices. In the zincblende structure a dislocation can have a Burgers vector whose component normal to (001) is half the cubic lattice constant, the height of one monolayer step. That permits a single arm. Such steps are roughly 0.3 nm high, so 0.26 nm is slightly low, and the slope scales in proportion to $h$. A temperature of 900 K is an ordinary rough value; the stiffness is a model choice. Three assumptions need attention in real films.

**Anisotropy.** Step velocity can depend on direction. If all directions share the period $\tau$, the far spacing measured perpendicular to the steps is $v_\infty\tau$, with the velocity for that step orientation. Where the steps are not perpendicular to the radius, the spacing along the radius is larger. The slopes below are taken perpendicular to the steps. A spacing of 0.8 times the nominal value gives $0.098^\circ$, and one of 1.2 times gives $0.065^\circ$. The 20 percent variation is illustrative, but it moves the slope far more than the curvature correction does.

**Surface diffusion.** Neighbouring steps compete for adatoms. Let $x_s$ be the distance an adatom diffuses before desorbing, and $w$ its excess density divided by the value far from any step. For steps that capture perfectly,

$$x_s^2\frac{d^2w}{dx^2}-w+1=0,\qquad w(\pm\lambda/2)=0,$$

$$w=1-\frac{\cosh(x/x_s)}{\cosh(\lambda/2x_s)}.$$

The flux into one edge is proportional to $x_s^2|dw/dx|=x_s\tanh(\lambda/2x_s)$. Each step is fed from two sides, and an isolated step has $\lambda\to\infty$, where the hyperbolic tangent is 1. The velocity is thus reduced by the factor $\tanh(\lambda/2x_s)$. At the fixed spacing of 190 nm this is 0.9999 for $x_s=20$ nm but 0.74 for $x_s=100$ nm. In the second case the rule $\lambda\approx19r_c$ is unreliable. Both cases suppose that adatoms not captured by a step desorb; for $x_s=20$ nm only the fraction $2x_s/\lambda$, or 21 percent, of the deposition flux in excess of the equilibrium flux would be built in, and close to equilibrium this is a much smaller share of all arriving atoms. In III-V vapour-phase epitaxy near 900 K, desorption of group-III atoms is usually weak and most of them are captured. The step velocity is then limited by the supply and depends on the terrace width, so the rule cannot be carried over to such films without a model of the supply. The factor 0.74 is not itself the correction to the spacing, since competition near the centre also changes the rotation rate. If the 190 nm is a measured spacing, the slope $h/\lambda$ is unaffected.

**Miscut.** A hillock rises at the rate $h/\tau=v_\infty h/\lambda=v_\infty\tan\alpha$. A wafer tilted by an angle $\beta$ carries its own steps, and if they move at the same velocity its surface rises at $v_\infty\tan\beta$. For $\beta>\alpha$ the surroundings rise faster and the hillock cannot stand out. In this model a miscut above about $0.078^\circ$ suppresses it, provided that the step velocities are equal. That condition fails when nearly all arriving atoms are captured, as is usual in III-V vapour-phase epitaxy. Wider terraces then feed faster steps. In the diffusion model above, a surface with terrace width $\lambda$ rises at a rate proportional to $\tanh(\lambda/2x_s)/\lambda$. This still increases as the terraces narrow, so the faster side still changes at $\beta=\alpha$. For $x_s\gg\lambda$, however, the two rates are nearly equal and the hillock is overgrown only slowly. The angle $\alpha$ must then be taken from the measured spacing, not from $19r_c$.

The values used here are listed in the numerical output.

## Computed values

```
critical radius: 10.0 nm
turn spacing: 190.0 nm
step height: 0.26 nm
height/spacing: 0.001368 (= tan of slope angle)
hillock slope: 0.07840 degrees
small-angle relative error: 6.24e-07
drop over 10 turns: 2.60 nm
radial distance over 10 turns: 1900 nm
given spacing / critical radius: 19.00
spiral rotation rate: 0.33096 v_inf/r_c
rate from time-dependent winding: 0.33098 v_inf/r_c
computed spacing / critical radius: 18.985
computed far spacing: 189.85 nm
Archimedean estimate of spacing: 125.7 nm
staircase fit, 500 to 2000 nm: 0.07913 degrees
local slope excess at 1000 nm: 0.97 percent
velocity ratio, diffusion length 20 nm: 0.9999
velocity ratio, diffusion length 100 nm: 0.7398
slope at 0.8 times spacing: 0.0980 degrees
slope at 1.2 times spacing: 0.0653 degrees
temperature for fluctuations: 900 K
thermal energy: 0.0776 eV
chosen step stiffness: 0.30 eV/nm
step length at radius 1000 nm: 6283 nm
rms step displacement: 11.6 nm
rms terrace variation, independent steps: 16.5 nm
same divided by spacing: 8.7 percent
slope spread over 10 turns: 0.87 percent
```
